\section*{Why stress-dependent diffusivity leaves a blocked line's steady stress unchanged}

\section{The decision: which diffusivity does the calculation need?}

An electromigration check of an interconnect asks two questions. Will the tension at the cathode ever reach the value at which a void opens? If so, when? The first needs the steady stress, the second the transient. Atomic diffusivity depends on stress, and one must decide whether that dependence belongs in both calculations.

For a void-free line with both ends blocked to atoms and a constant effective modulus, it belongs in the second alone. The steady stress is the same for every positive, finite diffusivity law, because diffusivity multiplies the whole driving force and the whole driving force vanishes at the end. The electron wind does not vanish, nor does the stress gradient; their sum does.

\section{Why: one mobility, two opposing forces}

Take a line along $0\le x\le L$ with the cathode at $x=0$. Tension is positive. The electron wind pushes atoms toward $+x$ with force
\begin{equation}
F=|Z^*|e\rho j ,
\end{equation}
where $Z^*$ is the effective charge number, $\rho$ the resistivity and $j$ the current density. Temperature, $F$ and the atomic volume $\Omega$ are uniform and independent of stress.

Tension $\sigma$ lowers the chemical potential of an atom by $\Omega\sigma$, so a stress gradient exerts the force $-\partial_x(-\Omega\sigma)=\Omega\sigma_x$. Divide the line into short boxes of length $\Delta x$. An atom moved forward by one box gains the work
\begin{equation}
W=(F+\Omega\sigma_x)\Delta x .
\end{equation}
Forward and reverse exchanges cross the same barrier, and stress at that place changes both rates by the same factor. With $D(\sigma)$ the diffusivity, the net fraction of a box transferred per unit time is
\begin{equation}
\frac{D}{\Delta x^2}\left(e^{W/2kT}-e^{-W/2kT}\right)
=\frac{2D}{\Delta x^2}\sinh\frac{W}{2kT}
\simeq\frac{D}{\Delta x^2}\frac{W}{kT},
\end{equation}
the last form holding for $W\ll kT$. A box holds $\Delta x/\Omega$ atoms per unit area, so the atomic flux is
\begin{equation}
J=\frac{\Delta x}{\Omega}\,\frac{D}{\Delta x^2}\,\frac{W}{kT}
=\frac{D(\sigma)}{\Omega kT}\,(F+\Omega\sigma_x).
\label{flux}
\end{equation}
Stress changes how fast atoms respond to the total force. It does not change the force at which they stop.

A region that loses atoms goes into tension. The effective modulus $B$, set by metal, liner and dielectric together, converts the fractional loss rate $\Omega J_x$ into a stress rate:
\begin{equation}
\sigma_t=B\Omega J_x=\partial_x\left[\kappa(\sigma)(\sigma_x+G)\right],\quad
\kappa=\frac{DB\Omega}{kT},\quad G=\frac{F}{\Omega}.
\label{pde}
\end{equation}

In a steady state $J_x=0$, so $J$ is uniform. It is zero at the blocked ends, hence zero everywhere. Since $D>0$, equation~\eqref{flux} gives $\sigma_x=-G$. The level follows from integrating \eqref{pde} over the line:
\begin{equation}
\frac{d}{dt}\int_0^L\sigma\,dx=\left[\kappa(\sigma_x+G)\right]_0^L=0 .
\end{equation}
The mean stress keeps its initial value $\sigma_T$, and therefore
\begin{equation}
\sigma_s(x)=\sigma_T+G\left(\frac L2-x\right).
\label{steady}
\end{equation}
Blocking fixes the slope; constant $B$ fixes the level. No property of $D$ enters beyond its being positive and finite.

\section{Does the line reach that state?}

Let $u=\sigma-\sigma_s$. Because $\sigma_x+G=u_x$, equation~\eqref{pde} becomes $u_t=(\kappa u_x)_x$, with $\kappa u_x=0$ at the ends. Multiply by $2u$ and integrate by parts; the end terms vanish:
\begin{equation}
\frac{d}{dt}\int_0^L u^2dx=-2\int_0^L\kappa u_x^2\,dx .
\end{equation}
The mean of $u$ is zero, so $u=\sum_{n\ge1}c_n\cos(n\pi x/L)$. Each term contributes $(n\pi/L)^2$ times as much to $\int u_x^2dx$ as to $\int u^2dx$, and the smallest factor is $(\pi/L)^2$. With $\kappa_{\min}$ the least value of $\kappa$ over the stresses visited,
\begin{equation}
\int_0^L u^2dx\le\left(\int_0^L u^2dx\right)_{t=0}e^{-2\pi^2\kappa_{\min}t/L^2}.
\end{equation}
Every departure from \eqref{steady} dies out.

For a uniform initial stress there is also no overshoot. Let $q=\kappa(\sigma_x+G)$, so that $\sigma_t=q_x$. Differentiating $q$ in time, with $\kappa'=d\kappa/d\sigma$,
\begin{equation}
q_t=\kappa'q_x(\sigma_x+G)+\kappa q_{xx}
=\frac{\kappa'}{\kappa}\,q\,q_x+\kappa q_{xx}.
\end{equation}
At an interior minimum $q_x=0$ and $q_{xx}\ge0$, so $q$ cannot sink below its initial and end values. It starts positive and is zero at the ends; hence $q\ge0$. At the cathode $q$ rises from zero into the line, so $q_x\ge0$ and the tension there never falls. Also $u_x=q/\kappa\ge0$ while $u$ has zero mean, so $u(0)\le0$: the cathode approaches its steady value from below. The steady cathode stress is thus the highest the cathode sees, whatever the law $D(\sigma)$.

\section{How large: a copper line in low-k dielectric}

The example uses rough typical parameters for an accelerated test: $T=573$ K, $L=30\ \mu$m, $j=1$ MA/cm$^2$, $\rho=4\ \mu\Omega$\,cm, $|Z^*|=1$, $\Omega=0.0118$ nm$^3$, $B=10$ GPa and initial tension $\sigma_T=100$ MPa. The initial tension is an assumed round value; thermal tension can be well below it when the test temperature is close to the line's stress-free temperature. The diffusivity is
\begin{equation}
D(\sigma)=D_0e^{\Omega\sigma/kT},\qquad D_0=10^{-12}\ \text{cm}^2/\text{s}.
\end{equation}
Taking $\Omega$ as the activation volume is a model choice: tension favours vacancies, and diffusivity is assumed to follow their concentration.

The field $\rho j$ is 400 V/m, so $F=4.0\times10^{-4}$ eV/$\mu$m and $G=F/\Omega=5.43$ MPa/$\mu$m. Then
\begin{equation}
GL=5.43\times30=163\ \text{MPa},\qquad
\sigma_s(0)=100+\frac{163}{2}=181\ \text{MPa},
\end{equation}
and the anode ends at 18.5 MPa, still in tension. None of this used $D_0$ or its stress dependence.

For the transient, let $y=x/L$, $s=(\sigma-\sigma_T)/(GL)$, and measure time in units of $L^2/\kappa(\sigma_T)$. Equation~\eqref{pde} becomes
\begin{equation}
s_t=\partial_y\left[e^{ps}(s_y+1)\right],\qquad
p=\frac{\Omega GL}{kT}=\frac{FL}{kT}.
\label{scaled}
\end{equation}
Here $p=0.0120/0.04938=0.243$. Two stress effects have now separated. The initial tension multiplies $D$ everywhere by $e^{\Omega\sigma_T/kT}=1.16$ and rescales the clock. The evolving profile enters through $p$ and makes $D$ at the cathode finally $e^p=1.28$ times that at the anode.

With $\kappa(\sigma_T)=1.73\times10^{-11}$ cm$^2$/s, the time unit is 144 h. The cathode reaches given fractions of its 81 MPa rise at these times:
\begin{center}
\begin{tabular}{lccc}
Diffusivity & 50\% & 90\% & 99\%\\
$D_0$ & 8.24 h & 35.5 h & 74.6 h\\
$D(\sigma_T)$, frozen & 7.10 h & 30.6 h & 64.3 h\\
$D(\sigma)$, local & 7.03 h & 30.3 h & 63.9 h
\end{tabular}
\end{center}
The initial tension shortens the times by a factor 1.16. Letting $D$ follow the local stress then removes only about 1\% more. Doubling the mesh moves the local-$D$ times by at most 0.014\%, so that small difference is resolved.

The exchange rates above, with the hyperbolic sine kept, were also integrated directly for 60 boxes, with $D$ either constant or stress-dependent and $D(\sigma_T)$ held the same. At 0.1 time unit the two stress profiles differ by up to 0.33 MPa; at 4 time units, by less than $10^{-9}$ MPa. The diffusivity changes the journey and leaves the destination.

\section{Why the cathode gains and the anode loses}

For small $p$, write $s=s_0+ps_1$. Since $e^{ps}\simeq1+ps_0$, the terms of first order in \eqref{scaled} give
\begin{equation}
s_{1,t}=s_{1,yy}+g_y,\qquad g=s_0(1+s_{0,y}).
\end{equation}
The extra flux $g$ is the constant-$D$ flux times the local change in stress. It vanishes at both ends. It is positive in the cathode half, where $s_0>0$, and negative in the anode half. Extra atoms therefore leave the cathode region.

To see that, to first order in $p$, this raises the cathode stress at all times, set $c_k=2\int_0^1s_1\cos(k\pi y)\,dy$. Integration by parts gives
\begin{equation}
\dot c_k=-k^2\pi^2c_k+2k\pi\int_0^1g\sin(k\pi y)\,dy .
\end{equation}
Solving for $c_k$ with $s_1=0$ initially, and summing at $y=0$,
\begin{equation}
s_1(0,t)=\int_0^t\!d\tau\int_0^1\!dy\;g(y,\tau)
\sum_k2k\pi\sin(k\pi y)\,e^{-k^2\pi^2(t-\tau)} .
\end{equation}
Because $g$ is odd about $y=1/2$, only even $k$ contribute, and the two halves contribute equally. On $0<y<1/2$ the even-$k$ sum is, up to a positive factor, minus the slope of the heat spreading from a point source at the reflecting end $y=0$ of a half-length line. That heat profile falls away from its source, so the sum is positive, as is $g$. Hence $s_1(0,t)>0$.

At 0.1 time unit the integral gives $s_1(0)=0.00821$, and simulations at $p=\pm0.2$ give the same value. For the copper line this is $0.00821\times0.243\times163=0.33$ MPa. The largest lead found in the full solution is 0.32 MPa, at 15 h.

Equation~\eqref{scaled} is unchanged under $y\to1-y$, $s\to-s$, $p\to-p$. The anode's fall at $p$ is therefore the cathode's rise at $-p$, and to first order it is delayed. It reaches 90\% at 31.0 h, against 30.3 h at the cathode.

\section{Early and late limits}

At early times the far end has not been felt and $s$ is small, so $D$ is close to $D(\sigma_T)$. The blocked cathode imposes $s_y=-1$. On a half-line, $s_y$ itself obeys the diffusion equation, so $s_y=-\operatorname{erfc}(y/2\sqrt t)$ and
\begin{equation}
s(0,t)=\int_0^\infty\operatorname{erfc}\frac{y}{2\sqrt t}\,dy=2\sqrt{\frac t\pi}.
\end{equation}
Half the final rise means $s=1/4$, or $t=\pi/64=0.049$. Multiplied by 144 h this is 7.1 h, as in the table.

At late times set $s=1/2-y+v$ with small $v$. The scaled flux is $q=e^{p(1/2-y)}v_y$, and $v_t=q_y$. For decay as $e^{-\Lambda t}$, $-\Lambda v=q_y$. Differentiating once and replacing $v_y$ by $e^{p(y-1/2)}q$,
\begin{equation}
q''+\Lambda e^{pz}q=0,\quad z=y-\tfrac12,\quad q(\pm\tfrac12)=0 .
\label{mode}
\end{equation}
Let $a=e^{pz/2}$, $d\xi=a\,dz$ and $q=a^{-1/2}\phi$. Since $a'=pa/2$,
\begin{align}
q'&=a^{1/2}\phi_\xi-\frac p4a^{-1/2}\phi,\\
q''&=a^{3/2}\phi_{\xi\xi}+\frac{p^2}{16}a^{-1/2}\phi ,
\end{align}
the two terms in $\phi_\xi$ having cancelled. Dividing \eqref{mode} by $a^{3/2}$,
\begin{equation}
\phi_{\xi\xi}+\left(\Lambda+\frac{p^2}{16a^2}\right)\phi=0 .
\end{equation}
The interval in $\xi$ has length $\ell=(4/p)\sinh(p/4)\simeq1+p^2/96$. To order $p^2$ one may set $a=1$ in the small term, so the slowest mode has $\Lambda+p^2/16=\pi^2/\ell^2$, or
\begin{equation}
\Lambda\simeq\pi^2-p^2\left(\frac{\pi^2}{48}+\frac1{16}\right).
\end{equation}
There is no first-order term: faster diffusion in one half is offset by slower diffusion in the other. At $p=0.243$ the slowest rate falls by just 0.16\%. The cathode's lead over the frozen-$D$ solution therefore does not come from a faster final decay. At late times it comes from the shape of the slowest mode. At the ends $\phi=0$, so $v\propto q'=a^{1/2}\phi_\xi$, and for small $p$ the slopes $\phi_\xi$ at the two ends are equal in size. The stress still missing at the cathode is then $e^{-p/4}=0.94$ times that at the anode: to first order it is smaller than the frozen-$D$ value by about $p/8$, or 3\%, and at the anode larger by as much. The lead is not stored from early times; it persists only while $D$ varies along the line. The slower final decay eventually turns the lead into a lag, an effect beyond first order in $p$. Here the lag is negligible, but at large $p$ it can delay the last per cent of the rise.

At larger $p$ the slow half matters more. With $r=(2\sqrt\Lambda/p)e^{pz/2}$, equation~\eqref{mode} becomes Bessel's equation of order zero. Requiring $q=0$ at both ends gives $\Lambda=7.80$ at $p=3$, which is 21\% below $\pi^2$; the small-$p$ formula would give 7.46. The steady stress is still \eqref{steady}.

\section{What breaks the result}

\textbf{Diffusivity on one term.} Suppose a calculation uses $D(\sigma)$ for the stress-driven flux but keeps the wind-driven flux at $D(\sigma_T)$. Zero flux then requires $s_y=-e^{-ps}$, which depends on $p$. For the copper line the cathode settles at 178.4 MPa, about 3 MPa below the correct value. This control identifies the cause: blocking alone is not enough; both forces must share one mobility.

\textbf{Ends that pass atoms.} Let the same flux, half the initial wind flux, enter and leave the line. The steady condition is $e^{ps}(s_y+1)=1/2$. The total force no longer vanishes, and $D$ decides how much force the flux needs. The cathode settles at 141.5 MPa with local $D$ and 140.7 MPa with constant $D$.

\textbf{A modulus that varies with stress.} The conserved quantity is then $\int dx\int d\sigma/B(\sigma)$, not the mean stress. Let $1/B=(1+bs)/B_T$, with $B_T$ the modulus at $\sigma_T$. Blocking still gives $s=1/2-y+\delta$, and conservation requires
\begin{equation}
0=\int_0^1\left(s+\frac b2s^2\right)dy
=\delta+\frac b2\left(\delta^2+\frac1{12}\right),
\end{equation}
so $\delta\simeq-b/24$ for small $b$. If $1/B$ rises by 10\% per 100 MPa, an assumed figure, then $b=0.163$ and the whole profile shifts by $-1.1$ MPa. The shift is the same for constant and stress-dependent $D$. Constant modulus is therefore needed for the level in \eqref{steady}, not for its independence of $D$.

\textbf{A void.} A void creates a free surface and a different problem. A flaw of radius $R$ opens roughly when $\sigma=2\gamma/R$. With surface energy $\gamma=1.5$ J/m$^2$ and $\sigma=181$ MPa, $R=16.5$ nm. The example assumes that no flaw this large is present.

\section{The model beside a real line}

The current density and temperature are those of a stress test; service conditions are usually milder in both, though a cooler line usually starts with more thermal tension. The product $jL=3000$ A/cm lies in the rough range where copper lines pass from surviving to failing. The modulus, $Z^*$ and especially $D_0$ vary with liner, cap and process, and $D_0$ can differ by orders of magnitude; the hours in the table scale as $1/D_0$, while the stresses do not move. The model also assumes that no flaw opens. If one does, the 181 MPa endpoint is not reached at all.

Other omissions are smaller here. For a line 100 nm wide and 200 nm high, above 500 nm of dielectric with conductivity 0.3 W/(m\,K), a rough formula that counts only heat leaving through the base of the line gives a Joule heating of 0.25 K. The formula is about 10\% low for so narrow a line, but in an isolated line embedded in the dielectric, heat leaving through the other faces more than makes up for this. Closely spaced neighbours carrying the same current would raise the figure, to roughly 0.7 K or more at a 200 nm pitch if heat leaves only downward. Even if the full 0.25 K fell along the line, a heat of transport of 0.1 eV would add only 0.36\% of $FL$, or 0.6 MPa end to end. A resistivity change of $2\times10^{-5}$ per MPa alters $G$ by 0.16\% at the ends. The elastic-energy term in the chemical potential is about 0.08\% of $\Omega\sigma$ for hydrostatic stress and about 0.7\% for uniaxial stress with the same mean, and storage by vacancies is negligible. These inputs are rough.

\section{What to do}

For a void-free, blocked line with constant modulus, uniform temperature and uniform initial stress, compare $\sigma_T+GL/2$ with the critical stress. No diffusivity is needed, and refining $D(\sigma)$ cannot change the verdict. If the critical stress is higher, the cathode does not reach it in this model.

If it is lower, a time is needed and $D$ matters. Evaluate $D$ at the initial stress first; in the example that is a 16\% effect on the rate. Then compute $p=\Omega GL/kT$. In both steps the actual activation volume, if known, replaces the $\Omega$ that multiplies the stress; the atomic volume in $G=F/\Omega$ stays. At $p\approx0.24$ the local variation changes the tabulated times by about 1\% or less, well below the uncertainty in $D_0$. At $p$ of order one or more, solve the full equation.

The result also serves as a check on a solver. Run the blocked line to its steady state with two different laws $D(\sigma)$ and the same initial stress. If the end stresses differ beyond numerical error, look for a run stopped too early, an end that leaks, or a diffusivity applied to only one of the two forces. The numerical output lists the values used here.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 573 K; kT = 0.04938 eV
Line length: 30 um; current density: 1.0 MA/cm2
Resistivity: 4.0 uOhm cm; |Z*| = 1.0
Atomic volume: 0.0118 nm3; modulus B: 10 GPa
D at zero stress: 1.0e-12 cm2/s; initial stress: 100 MPa
Wind force F: 4.00e-04 eV/um; G: 5.431 MPa/um
Current-length product: 3000 A/cm
End-to-end steady stress difference GL: 162.9 MPa
Steady cathode stress: 181.5 MPa; anode: 18.5 MPa
p = FL/kT: 0.2430; D(initial stress)/D(0): 1.1609
Steady D(cathode)/D(anode): 1.2751
kappa at zero stress: 1.492e-11 cm2/s; at initial stress: 1.731e-11 cm2/s
Time unit L^2/kappa(initial stress): 144.4 h
Exchange model, largest steady difference, varying vs constant D: 2.6e-10 MPa
Same difference at 0.1 time unit: 0.33 MPa
Exchange model vs continuum at 0.1 time unit: 1.6e-06 of GL
Cathode 50 % of rise: D(0) 8.24 h, frozen D(initial) 7.10 h, local D 7.03 h
  anode 50 % of fall, local D: 7.18 h
Cathode 90 % of rise: D(0) 35.54 h, frozen D(initial) 30.61 h, local D 30.28 h
  anode 90 % of fall, local D: 30.99 h
Cathode 99 % of rise: D(0) 74.64 h, frozen D(initial) 64.30 h, local D 63.94 h
  anode 99 % of fall, local D: 64.81 h
Largest cathode lead of local D over frozen D: 0.32 MPa at 15.1 h
Mesh doubling, largest shift of these cathode times: 0.0135 %
First-order gain ds(0)/dp at 0.03 time unit: formula 0.00340, simulation 0.00340
First-order gain ds(0)/dp at 0.10 time unit: formula 0.00821, simulation 0.00821
First-order gain ds(0)/dp at 0.30 time unit: formula 0.00240, simulation 0.00241
Slowest rate, units kappa/L^2: constant D 9.86960, local D 9.85379
Change of slowest rate: -0.160 %
Slowest rate at p = 3: 7.8045
Control, D on stress term only: cathode 178.36 MPa
Control, half the initial wind flux passing through: cathode 141.53 MPa with local D, 140.73 MPa with constant D
Control, 1/B changing 10 % per 100 MPa: b = 0.1629, level shift -1.11 MPa for either D
Heating inputs: width 100 nm, height 200 nm, dielectric 500 nm, 0.3 W/(m K)
Joule heating: 0.25 K
Thermomigration bound (heat of transport 0.1 eV): 0.36 % of FL
Piezoresistance (2e-05 per MPa): 0.16 % of G at the ends
Vacancy storage (formation energy 1.2 eV): 4.2e-10 of elastic storage
Elastic-energy term (Young modulus 110 GPa): 0.082 % of Omega*sigma
Flaw radius opening at peak stress (surface energy 1.5 J/m2): 16.5 nm
\end{verbatim}
